\section*{Fastest Decay in a Franz Gap with Unequal Edge Masses, part 1}

(Sections cited here and not found follow in the second part.)

\section{The gap dispersion and its point of fastest decay}

If the tail of a metal state inside a semiconductor is computed from the conduction band alone, its decay becomes faster all the way down to the valence edge, where a propagating state exists and the decay constant ought to vanish. The error is already serious at midgap. For equal band masses the one-band formula gives a squared decay constant twice as large as the two-edge formula used below. At a depth where the two-edge density has fallen to $e^{-5}$ of its interface value, the one-band density is smaller by a further factor of about eight. For equal masses, symmetry puts the fastest decay at midgap, but for unequal masses midgap is the wrong energy. What is needed is the energy at which the influence of the two edges balances.

Hartree atomic units are used in the derivation, so $\hbar$, the electron mass and the elementary charge are one. Let $z$ be the distance from the contact into the semiconductor, and let the wavevector parallel to the contact be zero. The energy $x$ is measured upward from the valence edge, and $E_g$ is the gap, so that gap states have $0<x<E_g$. The edge masses $m_c$ and $m_v$ are both positive; the downward curvature of the valence band is carried by an explicit minus sign. A gap state has an imaginary wavevector $k=i\kappa$ with $\kappa>0$. Its amplitude then varies as $e^{ikz}=e^{-\kappa z}$ and its density as $e^{-2\kappa z}$. The amplitude decay length is $1/\kappa$, and the density decay length is half of that.

Close to the conduction edge the band is $x=E_g+k^2/(2m_c)$. Close to the valence edge it is $x=-k^2/(2m_v)$. Substitution of $k^2=-\kappa^2$ gives
\begin{equation}
\kappa^2\simeq 2m_c(E_g-x)\quad (x\to E_g),\qquad
\kappa^2\simeq 2m_vx\quad (x\to0).
\label{edges}
\end{equation}
Franz's interpolation joins these two laws by adding their reciprocals:
\begin{equation}
\frac1{\kappa^2}=\frac1{2m_c(E_g-x)}+\frac1{2m_vx}.
\label{franz}
\end{equation}
Near either edge one term diverges while the other stays finite, so the divergent term fixes $\kappa$ and the correct law in \eqref{edges} is recovered. Since both terms are positive, $\kappa$ is smaller everywhere in the gap than either one-band formula would make it.

The reciprocal sum has a microscopic basis. Consider one conduction state and one valence state, coupled by a term linear in $k$:
\begin{equation}
H(k)=\begin{pmatrix}E_g+Ak^2&Pk\\Pk&-Bk^2\end{pmatrix}.
\label{kp}
\end{equation}
Here $P$ is the momentum coupling, taken real by a choice of the phases of the two states. The coefficients $A$ and $B$ hold the free-electron kinetic energy and the effect of all other bands, to second order in $k$. An energy $x$ is allowed when
\begin{equation}
(E_g+Ak^2-x)(-Bk^2-x)-P^2k^2=0.
\label{det}
\end{equation}

The edge masses follow from this equation. Near the conduction edge write $x=E_g+\delta$, with $\delta$ of order $k^2$. To first order in $k^2$ the second factor is $-E_g$, so $-E_g(Ak^2-\delta)=P^2k^2$ and $\delta=(A+P^2/E_g)k^2$. Near the valence edge write $x=-\delta'$. The first factor is then $E_g$, so $E_g(\delta'-Bk^2)=P^2k^2$ and $\delta'=(B+P^2/E_g)k^2$. Comparison with the two parabolas gives
\begin{equation}
\frac1{2m_c}=A+\frac{P^2}{E_g},\qquad
\frac1{2m_v}=B+\frac{P^2}{E_g}.
\label{masses}
\end{equation}
The mutual repulsion of the two bands contributes equally to both inverse masses. In this model the inequality of the masses therefore comes from the difference between $A$ and $B$.

For a gap state, put $k^2=-\kappa^2$ in \eqref{det}. The coupling term changes sign:
\begin{equation}
(E_g-x-A\kappa^2)(B\kappa^2-x)+P^2\kappa^2=0.
\end{equation}
Multiplying out the product and moving the term without $\kappa$ to the left gives
\begin{equation}
x(E_g-x)=\kappa^2\left[Ax+B(E_g-x)+P^2\right]-AB\kappa^4.
\end{equation}
The bracket can be written in terms of the masses. Split the coupling as $P^2=(P^2/E_g)x+(P^2/E_g)(E_g-x)$ and attach each part to the matching remote term. With \eqref{masses},
\begin{equation}
x(E_g-x)=\kappa^2D(x)-AB\kappa^4,\qquad
D(x)=\frac{x}{2m_c}+\frac{E_g-x}{2m_v}.
\label{full}
\end{equation}
If $A$ or $B$ is zero, the last term is absent. Division by $\kappa^2x(E_g-x)$ then gives \eqref{franz}. Franz's form is thus the exact gap dispersion of this two-band matrix when one remote term vanishes, and an approximation when neither does.

This was tested by solving the matrix problem for its complex wavevectors. The gap was 0.05 hartree, and the mass pairs $(m_c,m_v)$ were $(0.1,0.1)$, $(0.1,0.2)$, $(0.1,0.4)$, $(0.1,0.9)$ and $(0.5,0.08)$. The heavier band was given no remote term. Over 49 energies between 2 and 98 percent of the gap, the largest relative difference from \eqref{franz} was $1.1\times10^{-15}$, which is rounding error.

The fastest decay is the maximum of $\kappa$, and hence the minimum of $1/\kappa^2$. From \eqref{franz},
\begin{align}
\frac{d}{dx}\frac1{\kappa^2}&=
\frac1{2m_c(E_g-x)^2}-\frac1{2m_vx^2},\\
\frac{d^2}{dx^2}\frac1{\kappa^2}&=
\frac1{m_c(E_g-x)^3}+\frac1{m_vx^3}>0 .
\end{align}
The first term of the first derivative is positive because $E_g-x$ shrinks as $x$ grows. The second derivative is positive throughout the gap, so $1/\kappa^2$ is strictly convex. It also diverges at both edges. It therefore has one minimum, where the first derivative vanishes:
\begin{equation}
m_vx_*^2=m_c(E_g-x_*)^2.
\end{equation}
Both $x_*$ and $E_g-x_*$ are positive inside the gap, so the positive square root is the one to take: $\sqrt{m_v}\,x_*=\sqrt{m_c}\,(E_g-x_*)$. Collecting the terms in $x_*$ gives
\begin{equation}
x_*=E_g\frac{\sqrt{m_c}}{\sqrt{m_c}+\sqrt{m_v}},\qquad
E_g-x_*=E_g\frac{\sqrt{m_v}}{\sqrt{m_c}+\sqrt{m_v}}.
\label{xstar}
\end{equation}

The distances to the valence and conduction edges have the ratio
\begin{equation}
\frac{x_*}{E_g-x_*}=\sqrt{\frac{m_c}{m_v}}.
\label{ratio}
\end{equation}
If $m_v>m_c$, the ratio is below one and the valence edge is nearer. If $m_c>m_v$, the conduction edge is nearer. In both cases the energy of fastest decay lies closer to the edge with the heavier mass. The reason can be read from \eqref{franz}: the lighter mass has the larger prefactor $1/m$, so the sum is lowered by moving away from the lighter edge, until the growing term of the heavier edge stops the gain.

The two terms are not equal at the balance point. What balances is their rates of change. The conduction term divided by the valence term is $m_vx_*/[m_c(E_g-x_*)]=\sqrt{m_v/m_c}$, so the lighter edge still supplies the larger part of $1/\kappa^2$.

The largest decay constant follows by inserting \eqref{xstar} in \eqref{franz}:
\begin{align}
\frac1{\kappa_{\max}^2}
&=\frac{\sqrt{m_c}+\sqrt{m_v}}{2E_g}
\left(\frac1{m_c\sqrt{m_v}}+\frac1{m_v\sqrt{m_c}}\right)\nonumber\\
&=\frac{(\sqrt{m_c}+\sqrt{m_v})^2}{2E_gm_cm_v}.
\end{align}
The second line uses the common denominator $m_cm_v$, over which the bracket has the numerator $\sqrt{m_v}+\sqrt{m_c}$. The square root is
\begin{equation}
\frac1{\kappa_{\max}}=\frac1{\sqrt{2E_g}}
\left(\frac1{\sqrt{m_c}}+\frac1{\sqrt{m_v}}\right).
\label{kmax}
\end{equation}
The shortest decay length is the sum of two lengths, each being what a one-band formula would give a full gap away from its own edge. A light mass at either edge is enough to keep the tail long.

The displacement from midgap is obtained by subtracting $E_g/2$ from \eqref{xstar}:
\begin{equation}
x_*-\frac{E_g}{2}=\frac{E_g}{2}t,\qquad
t=\frac{\sqrt{m_c}-\sqrt{m_v}}{\sqrt{m_c}+\sqrt{m_v}}.
\label{shift}
\end{equation}
For equal masses $t=0$. For mass ratios $m_v/m_c$ of 2, 4 and 9, the numerical maximum of the matrix problem lies at 0.4142, 0.3333 and 0.2500 of the gap, as \eqref{xstar} requires. With $m_v/m_c=0.16$ it lies at 0.7143, on the conduction side. The square root makes the displacement modest: a fourfold mass ratio leaves one edge twice as far away as the other. If one mass grows without limit, $x_*$ approaches that edge, and \eqref{kmax} tends to the one-band value of the lighter edge taken across the whole gap.

The whole gap dispersion can be written around its maximum. Let $u=x/E_g$, $u_*=x_*/E_g$, $a=m_c^{-1/2}$ and $b=m_v^{-1/2}$. Then
\begin{align}
\frac{a^2}{1-u}+\frac{b^2}{u}-(a+b)^2
&=\frac{a^2u}{1-u}+\frac{b^2(1-u)}u-2ab\nonumber\\
&=\frac{[au-b(1-u)]^2}{u(1-u)}.
\end{align}
Since $u_*=b/(a+b)$, the quantity in square brackets is $(a+b)(u-u_*)$. Division by $(a+b)^2$ gives
\begin{equation}
\frac{\kappa_{\max}^2}{\kappa^2}=1+\frac{(u-u_*)^2}{u(1-u)}.
\label{square}
\end{equation}
This proves the maximum a second time, without calculus, because the added term is never negative. It also shows how flat the maximum is. At midgap $u(1-u)=1/4$ and $u_*-1/2=t/2$, so
\begin{equation}
\frac{\kappa(E_g/2)}{\kappa_{\max}}=\frac1{\sqrt{1+t^2}}
=\frac{\sqrt{m_c}+\sqrt{m_v}}{\sqrt{2(m_c+m_v)}}.
\label{flat}
\end{equation}
The loss is of second order in the displacement. A fourfold mass ratio moves the maximum by one sixth of the gap, yet $\kappa$ at midgap is still 95 percent of its largest value. A small inequality of the masses thus moves the energy of fastest decay in first order, but it makes the decay length at midgap differ from the shortest one only in second order.

\section{Limits of the interpolation and a semiconductor contact}

The first half used the gap energy $x$, measured from the valence edge, the gap $E_g$, the edge masses $m_c$ and $m_v$, and an amplitude falling as $e^{-\kappa z}$. Franz's form \eqref{franz} gave the fastest decay at $x_*=E_g\sqrt{m_c}/(\sqrt{m_c}+\sqrt{m_v})$, with the shortest decay length $1/\kappa_{\max}=(m_c^{-1/2}+m_v^{-1/2})/\sqrt{2E_g}$. The full two-band equation \eqref{full} contains a further term $-AB\kappa^4$, where $A$ and $B$ are the remote terms of the two bands and $P$ is their coupling.

The direction of the shift does not depend on dropping that term. Write $s=\kappa^2$. The solution of \eqref{full} that vanishes at both edges is
\begin{equation}
s(x)=\frac{2x(E_g-x)}{D+\sqrt{D^2-4ABx(E_g-x)}}.
\label{branch}
\end{equation}
Here $D>0$, because both edge masses are positive. If $AB\le0$, the quantity under the root is positive. If $A$ and $B$ are both positive and $P\ne0$, then
\begin{equation}
D=Ax+B(E_g-x)+P^2>Ax+B(E_g-x)\ge2\sqrt{ABx(E_g-x)},
\end{equation}
and the root is again real. In these cases $s$ is smooth and positive inside the gap and zero at its edges, so it has an interior maximum. For $AB<0$ the other solution of \eqref{full} has $s<0$, which is a propagating wave inside the gap. It comes from carrying the quadratic remote terms to large $k$, where they no longer hold, and it is discarded here. If $A$ and $B$ are both negative, the root can become imaginary, and a real loop from edge to edge is not guaranteed.

Differentiate \eqref{full} with respect to $x$ along this solution:
\begin{equation}
E_g-2x=s'D+s\left(\frac1{2m_c}-\frac1{2m_v}\right)-2ABss'.
\end{equation}
At the maximum $s'=0$, and both the term with $D$ and the term with $AB$ drop out. What remains is
\begin{equation}
x_*-\frac{E_g}{2}=\frac{\kappa_{\max}^2}{4}
\left(\frac1{m_v}-\frac1{m_c}\right).
\label{general}
\end{equation}
The right side is positive when $m_c>m_v$ and negative when $m_v>m_c$. The maximum again lies on the side of the heavier mass. The remote terms enter through the masses and through the size of $\kappa_{\max}$. With Franz's $\kappa_{\max}^2=2E_gm_cm_v/(\sqrt{m_c}+\sqrt{m_v})^2$, the factor $m_c-m_v=(\sqrt{m_c}-\sqrt{m_v})(\sqrt{m_c}+\sqrt{m_v})$ reduces \eqref{general} to \eqref{shift}.

Equation \eqref{branch} also tells how the size changes at fixed edge masses. A positive $AB$ lowers the square root and raises $\kappa$ at every gap energy, so by \eqref{general} the shift is larger than Franz's. A negative $AB$ makes it smaller. Relation \eqref{general} was tested with both remote terms present, for a gap of 0.05 hartree. With $(P^2,A,B)=(0.3,3,0.5)$ the maximum lies at 0.4591 of the gap, against 0.4594 from Franz's form with the same masses. With $(0.3,-1,2)$ the two positions are 0.5578 and 0.5585. The weakly coupled case $(0.01,2,6)$ gives 0.6825 and 0.6267. There the direction is right, but Franz's shift from midgap is too small by almost a third of the full value.

For two coupled bands joined by a smooth real loop, the fastest decay lies nearer the edge with the heavier mass, although Franz's form can underestimate the shift from midgap when the coupling is weak. It remains to explain that trend from the limit of no coupling, and to see how far the result holds for a GaAs-like contact with its split-off band, heavy holes and contact field.
